# Film elasticity from a periodic eigenstrain solution and a homogeneous correction

## Result

A ferroelectric film occupies $0<z<h_f$ and is coherent with a substrate in $-h_s<z<0$. Both have the stiffness $C_{ijkl}$, strains are small, and fields are periodic in $x,y$. For a given polarization $P$, the displacement with zero traction at $z=h_f$ and zero displacement at $z=-h_s$ is

$$u=u^A+u^B .$$

Here $u^A$ is the fully periodic response to the eigenstrain, found by Fourier transform in a cell that also contains padding above the film. The correction $u^B$ obeys the equations without eigenstrain and has boundary data

$$t^B(h_f)=-t^A(h_f),\qquad u^B(-h_s)=-u^A(-h_s),$$

where $t_i=\sigma_{i3}$. For each nonzero in-plane wavevector, $u^B$ follows from one $6\times6$ linear system; the uniform mode has a closed form. A deep substrate is approached by increasing $h_s$.

## Why the sum is the solution

The stress is $\sigma_{ij}=C_{ijkl}(\partial_l u_k-e^*_{kl})$. In the film

$$e^*_{ij}=e^0_{ij}(P)-\varepsilon_m\delta_{ij},$$

and $e^*=0$ in the substrate. Strain is measured from the substrate lattice; $\varepsilon_m>0$ means that the substrate stretches the cubic film. The electrostrictive strain is

$$e^0_{11}=Q_{11}P_1^2+Q_{12}(P_2^2+P_3^2),\qquad e^0_{13}=\tfrac12Q_{44}P_1P_3,$$

with the other components by permutation.

In film and substrate, $u^A$ satisfies $\partial_j\sigma_{ij}=0$ with the right eigenstrain. Adding an eigenstrain-free equilibrium field preserves this, and the chosen data repair both boundaries.

There is no other solution. The difference $d$ of two solutions has stress $\sigma^d=C\nabla d$, zero top traction and zero base displacement. Multiplying equilibrium by $d_i$ and integrating by parts gives

$$0=\int d_i\,\partial_j\sigma^d_{ij}\,dV=-\int\sigma^d_{ij}\,\partial_jd_i\,dV .$$

The side terms cancel by periodicity; the top and base terms vanish by the boundary conditions. Since $C$ is positive definite, $d$ has no strain, and the clamped base removes rigid motion.

The eigenstrain in the padding is therefore arbitrary. It changes $u^A$ and $u^B$ separately, but not their continuum sum.

## Periodic part

Let $\sigma^*_{ij}=C_{ijkl}e^*_{kl}$ and $K=(k_x,k_y,K_z)$. Replacing $\partial_j$ by $iK_j$ in equilibrium gives

$$-C_{ijkl}K_jK_l\hat u_k-iK_j\hat\sigma^*_{ij}=0 ,$$

so for $K\ne0$

$$\hat u=-iG(K)\,\hat\sigma^*K,\qquad (G^{-1})_{ik}=C_{ijkl}K_jK_l .$$

At $K=0$ set $\hat u=0$: the mean in-plane strain is that of the unstrained substrate. The traction is

$$\hat t_i=iC_{i3kl}K_l\hat u_k-\hat\sigma^*_{i3},$$

including its $K=0$ term $-\hat\sigma^*_{i3}(0)$. Without that term the correction would omit the linear part of the mean displacement, and the surface height would be wrong.

Grid nodes lie at the centres of layers of thickness $\Delta z$, so material boundaries fall midway between nodes. Boundary values are obtained by summing the Fourier series in $K_z$ at those planes, half a spacing beyond the outer body nodes.

## Correction for a nonzero in-plane wavevector

Write $u^B=u(z)e^{i(k_xx+k_yy)}$, let $k=(k_x,k_y,0)$, and define

$$Q_{ik}=C_{ijkl}k_jk_l,\quad R_{ik}=C_{ijk3}k_j,\quad T_{ik}=C_{i3k3}.$$

The major symmetry of $C$ gives $C_{i3kl}k_l=C_{kli3}k_l=R_{ki}$. The traction is thus $t=Tu'+iR^Tu$, and

$$u'=T^{-1}(t-iR^Tu).$$

Equilibrium reads $ik_j\sigma_{ij}+t_i'=0$, where $k_j\sigma_{ij}=(iQu+Ru')_i$. Hence $t'=Qu-iRu'$. Inserting $u'$ gives

$$t'=(Q-RT^{-1}R^T)u-iRT^{-1}t;$$

the minus sign before $RT^{-1}R^T$ comes from $(-i)(-i)=-1$.

These are six first-order equations, $\eta'=N\eta$, for $\eta=(su,t)$. The scale $s=|k|c_{11}$ gives both halves the same unit.

Three eigenvalues have positive and three have negative real part. An exponent $\lambda$ satisfies $\det M(\lambda)=0$ with

$$M(\lambda)=\lambda^2T+i\lambda(R+R^T)-Q .$$

Because $T$, $R+R^T$ and $Q$ are real, $\overline{M(\lambda)}=M(-\bar\lambda)$, so roots pair as $\lambda,-\bar\lambda$. An imaginary root $\lambda=i\kappa$ would make $G^{-1}$ singular at the real vector $(k_x,k_y,\kappa)$, which positive definiteness forbids.

An ordered Schur decomposition gives orthonormal bases $V_\pm$ of the two invariant subspaces, with $NV_\pm=V_\pm\Lambda_\pm$. Write

$$\eta=V_+e^{\Lambda_+(z-h_f)}a+V_-e^{\Lambda_-(z+h_s)}b .$$

The first term decays downward from the surface, the second upward from the base. With $H=h_f+h_s$ and superscripts selecting the displacement or traction rows,

$$\begin{pmatrix}V_+^{t}&V_-^{t}e^{\Lambda_-H}\\V_+^{u}e^{-\Lambda_+H}&V_-^{u}\end{pmatrix}\begin{pmatrix}a\\b\end{pmatrix}=\begin{pmatrix}-t^A(h_f)\\-s\,u^A(-h_s)\end{pmatrix}.$$

Uniqueness makes this matrix nonsingular. For large $H$ the off-diagonal blocks vanish, leaving separate surface and base problems.

## Uniform mode and stress recovery

For $k=0$, equilibrium makes $t$ constant, so

$$u^B(z)=-u^A(-h_s)-(z+h_s)T^{-1}t^A(h_f).$$

This mode holds the mean film stress. In a cubic film with equal elastic in-plane strains $\varepsilon$, zero $\sigma_{33}$ requires $\varepsilon_{33}=-2(c_{12}/c_{11})\varepsilon$, hence

$$\sigma_{11}=\left(c_{11}+c_{12}-\frac{2c_{12}^2}{c_{11}}\right)\varepsilon .$$

After the parts are added, the normal derivative follows from the total traction:

$$u'=T^{-1}(t+\sigma^*_{\cdot3}-iR^Tu).$$

In-plane derivatives are multiplications by $ik_x,ik_y$. The correction therefore needs no numerical differentiation in $z$.

## Energy and driving field

The boundary conditions that removed the surface terms above also give $\int\sigma_{ij}\partial_ju_i\,dV=0$. Therefore

$$W=\tfrac12\int\sigma:(\nabla u-e^*)\,dV=-\tfrac12\int\sigma:e^*\,dV .$$

For a change of $P$, symmetry of $C$ gives $\delta W=\int\sigma:(\nabla\delta u-\delta e^*)\,dV$. The first term vanishes on integration by parts, because $\sigma$ is in equilibrium, the top traction is zero and $\delta u=0$ at the base. The elastic field driving the polarization is

$$E_i=-\frac{\delta W}{\delta P_i}=\sigma_{kl}\frac{\partial e^0_{kl}}{\partial P_i}.$$

For example,

$$E_1=2P_1[Q_{11}\sigma_{11}+Q_{12}(\sigma_{22}+\sigma_{33})]+Q_{44}(\sigma_{12}P_2+\sigma_{13}P_3).$$

## Pseudocode

```
once, for fixed C and cell:
  for each K != 0: store G(K)
  for each in-plane k != 0:
    build N; store V+, V-, one-layer decay matrices,
    and the factorized 6x6 boundary matrix

for each polarization field:
  e* = e0(P) - misfit in film; 0 in substrate
  padding = top film row * smooth taper to zero
  sigma* = C:e*;  transform in x,y,z
  u = -i G sigma* K;  t = i C3 K u - sigma*3
  evaluate t at surface and u at base
  transform u,t back in z
  for each in-plane k:
    k = 0: add linear displacement, constant traction
    else: solve for a,b; step both decaying
          families through the layers; add to u,t
  recover du/dz, stress and driving field
```

## Cost, accuracy and stability

With $n_xn_yn_z$ nodes, the transforms cost $O(n_xn_yn_z\log n_z)$ along $z$, with analogous factors along $x$ and $y$. The correction costs $O(n_xn_yn_z)$. The Schur decompositions do not depend on $P$ and can be reused at every time step.

A jump of $e^*$ limits the accuracy in $z$. Its Fourier coefficients fall as $1/K_z$. In the traction the leading terms cancel, because $\hat u\simeq-iT^{-1}\hat\sigma^*_{\cdot3}/K_z$ for $K_z\gg|k|$. What remains is of order $|k|/K_z^2$, and the tail beyond $\pi/\Delta z$ sums to order $|k|\Delta z$. Fading the top film row into the padding removes the surface jump; the jump at the substrate remains. In the example below, the largest stress error then still falls as $\Delta z$, while the rms error over the film falls as about $\Delta z^{1.5}$. With zero padding, both fall as $\Delta z$.

Four choices matter for stability:

- Do not propagate $e^{NH}$ across the body. In the example below the largest $|k|$ is $4.33\ \mathrm{nm^{-1}}$ and $H=48$ nm. A mode with rate $|k|$ then grows by $e^{208}\approx10^{90}$, far beyond double precision.
- Use invariant subspaces instead of eigenvectors. Isotropic media have repeated roots without a full set of eigenvectors; the Schur bases still exist.
- Use odd grid counts, which avoid the unpaired highest frequency and its ambiguous first derivative.
- Choose $h_s$ from the harmonic that penetrates deepest. This is usually the one with the longest lateral period, although in an anisotropic crystal the decay length also depends on the direction of $k$.

The last point can be made explicit for $k$ along a cubic axis. Putting $\lambda=ipk$ into the $x,z$ equations gives

$$p^4+Bp^2+1=0,\qquad B=\frac{c_{11}^2+c_{44}^2-(c_{12}+c_{44})^2}{c_{11}c_{44}} .$$

For $|B|<2$ the roots have $|p|=1$ and $\mathrm{Re}\,p^2=-B/2$, so $|\mathrm{Im}\,p|=\sqrt{(1+B/2)/2}$. The decay length is $\ell=1/(k|\mathrm{Im}\,p|)$.

## Worked example: an a/c domain pattern

The parameters are rough values in the regime of lead titanate on a perovskite oxide: $c_{11},c_{12},c_{44}=175,80,110$ GPa; $Q_{11},Q_{12},Q_{44}=0.09,-0.03,0.07\ \mathrm{m^4/C^2}$; $P_0=70\ \mathrm{\mu C/cm^2}$; $\varepsilon_m=0.2\%$. The film is 18 nm thick, the substrate 30 nm and the padding 12.75 nm. The grid has $63\times243$ nodes with $\Delta z=0.25$ nm.

The pattern has period $L=45$ nm and is uniform in $y$. With $s=x+z-L/2$ wrapped into $[-L/2,L/2)$, $w=13$ nm and $\delta=2$ nm,

$$f=\tfrac12\left[\tanh\frac{s+w/2}{\delta}-\tanh\frac{s-w/2}{\delta}\right],$$

$$P=P_0(\sin\tfrac{\pi f}{2},0,\cos\tfrac{\pi f}{2}).$$

The wall normal is $(1,0,1)/\sqrt2$, so $P\cdot n=P_0/\sqrt2$ in both domains and the walls carry no net bound charge.

The periodic solution alone has surface tractions up to 4.2 GPa and base displacements up to 0.165 nm. Its film stress differs from the corrected one by 70% (rms, relative to the corrected stress). These three numbers depend on the padding chosen. The corrected energy is $0.499\ \mathrm{J/m^2}$.

The mean stress can be checked by hand. The polar strains are $Q_{11}P_0^2=0.0441$ and $Q_{12}P_0^2=-0.0147$. The a-domain fraction is $13/45$, so the mean $e^0_{xx}$ is $-0.0147+0.0588\times13/45=0.00229$. The mean elastic strains are

$$\varepsilon_x=0.0020-0.00229=-0.00029,\qquad \varepsilon_y=0.0020+0.0147=0.0167 .$$

Eliminating $\varepsilon_z$ through $\langle\sigma_{zz}\rangle=0$ gives

$$\langle\sigma_{xx}\rangle=\left(c_{11}-\frac{c_{12}^2}{c_{11}}\right)\varepsilon_x+\left(c_{12}-\frac{c_{12}^2}{c_{11}}\right)\varepsilon_y .$$

The brackets are 138.4 and 43.4 GPa, so this is about 0.69 GPa; exchanging $\varepsilon_x$ and $\varepsilon_y$ gives $\langle\sigma_{yy}\rangle\approx2.30$ GPa. Both agree with the computed means. The domain mixture nearly relieves the mismatch along $x$, while the stretch along $y$ remains.

Locally, $\sigma_{zz}$ need not vanish: at mid-film it is about 0.3 GPa in the middle of the a domain and about $-0.2$ GPa in the middle of the c domain. The top grid row has a relief of 0.50 nm from peak to valley. The rms driving field is 1.5 MV/cm.

## Tests

A real-space finite-element solution of the original boundary problem, with biquadratic elements 0.75 nm high, used neither the splitting nor Fourier series. Relative to it, the displacement deviates by 0.02%, the film stress by 0.6% and the energy by 0.02%.

A second test exercises oblique wavevectors. Each displacement component is a sinusoid in $x,y$ times $z/h_f+(z/h_f)^2$ in the film, and zero below. Its own strain serves as $e^*$, so the exact stress is zero. The computed residual stress, relative to $\sigma^*$, is about 0.01% for both cubic and isotropic stiffness. Without the correction it is 15% and 20%.

A uniform c film gives 3.037 GPa, in agreement with $181.86\ \mathrm{GPa}\times0.0167$. A finite difference of the energy, for a change of $P$ concentrated in mid-film, confirms the driving field to 0.002%.

Replacing the tapered padding by zero changes the film stress by 1.1% at $\Delta z=0.75$ nm and by 0.3% at 0.25 nm, consistent with the first-order estimate.

For the substrate depth, $B=0.344$ gives $|\mathrm{Im}\,p|=0.766$ and $\ell=9.4$ nm for the first harmonic. Relative to a 60 nm substrate, the film stress changes by 3.1% at 15 nm depth and by 0.09% at 30 nm, a ratio of 36. Decay down to the clamp and back suggests $e^{2\times15/9.36}\approx25$. The first harmonic carries nearly all of the change, but this estimate omits the oscillating part of its complex exponents, so it gives only the order of magnitude.

## Real films and neglected effects

The polarization and the 6% difference between the polar strains are typical of lead titanate near room temperature. The positive misfit suits a substrate slightly larger than the extrapolated cubic film; strontium titanate would instead give a compression between one and two percent, depending on how the cubic lattice constant is extrapolated. The least realistic feature is the uniform stretch along $y$. Real films can form domains polarized along $y$ or introduce dislocations. If $\varepsilon_y$ relaxed fully at fixed $\varepsilon_x$, the formulas above would reduce the mean $\sigma_{yy}$ from 2.3 GPa to about $-0.01$ GPa and $\sigma_{xx}$ from 0.69 to $-0.04$ GPa.

Take an isotropic film with shear modulus $\mu$ and equal in-plane strains $\varepsilon$. The line energy of an edge dislocation is about $\mu b^2[\ln(h/b)+1]/[4\pi(1-\nu)]$. The work of relaxation is $\sigma bh$ with $\sigma=2\mu(1+\nu)\varepsilon/(1-\nu)$. Equating the two gives

$$h=\frac{b[\ln(h/b)+1]}{8\pi(1+\nu)\varepsilon}.$$

With $b=0.39$ nm and $\nu=c_{12}/(c_{11}+c_{12})=0.31$, this estimate is 32 nm at the cubic misfit. After polarization the in-plane strains are unequal. The stress along $y$ is then $2\mu(\varepsilon_y+\nu\varepsilon_x)/(1-\nu)$, so $(1+\nu)\varepsilon$ is replaced by $\varepsilon_y+\nu\varepsilon_x\approx0.0166$, and the estimate falls to about 3 nm. (The 1.8 nm in the output assumes equal strains of size $\varepsilon_y$.) The cubic film is not isotropic, so these are rough values: with the actual film stress and $\mu$ anywhere between $(c_{11}-c_{12})/2$ and $c_{44}$, the same balance gives 32 to 88 nm before polarization and 3 to 9 nm after it. The 18 nm film can thus be coherent before it polarizes, yet favour relaxation afterwards; whether dislocations form also depends on kinetics.

The other omissions differ in size:

- A substrate 1.5 times stiffer, with $P$ and film stiffness fixed, changes the film stress by 8%. The single Fourier solution requires one stiffness throughout.
- At a rough susceptibility of 50, the rms driving field would change $P$ by about 10% of $P_0$, and the largest local field by more than twice as much. A phase-field calculation must therefore recompute the elastic field as $P$ evolves.
- A thermal mismatch of $5\times10^{-6}\ \mathrm{K^{-1}}$ over 500 K adds a strain of 0.0025, or about 0.45 GPa. It can be absorbed into $\varepsilon_m$.
- The largest second-order strain is 0.0015, against a largest linear strain of 0.039. Along $x$, however, its film mean is about 0.0004, larger in size than the mean elastic strain $\varepsilon_x=-0.00029$. Linear theory therefore shows that the mismatch along $x$ is nearly relieved, but does not fix the sign of the small remainder.
- A surface stress of 1 N/m corresponds to 56 MPa across the film, and the Maxwell stress at 1 MV/cm to 2 MPa, for a susceptibility of 50. This assumes that electrodes or adsorbed charge screen the film surfaces. Inside the walls the prescribed $P\cdot n$ rises above $P_0/\sqrt2$; if $P$ were held strictly fixed, with no other dielectric screening, the resulting field would be nearly 200 MV/cm, so the prescribed wall profile is not electrostatically realistic. A linear response with susceptibility 50 would lower the field to roughly 4 MV/cm, with a Maxwell stress of about 30 MPa. A phase-field calculation should include this electrostatic energy, which reduces the rise.

The numerical output below gives the main computed values; some estimates in this last section are not listed there.

## Computed values

```
stiffness c11, c12, c44: 175, 80, 110 GPa
Q11, Q12, Q44: 0.09, -0.03, 0.07 m^4/C^2
polarization: 70 uC/cm2; cubic misfit: 0.20 %
period, film, substrate, padding: 45.0, 18.0, 30.0, 12.75 nm
a-domain width along x: 13.0 nm; tanh wall length along x: 2.0 nm
grid: 63 x 243; spacing x, z: 0.714, 0.25 nm
eigenstrain c axis, a axis (no misfit): 0.0441, -0.0147
-- periodic solution before correction
largest surface traction component: 4.248 GPa
largest base displacement component: 0.1650 nm
relative rms error of film stress: 70.5 %
energy of periodic field in film+substrate: 0.8144 J/m2
-- corrected solution
elastic energy per area: 0.4991 J/m2
same from -1/2 stress:eigenstrain: 0.4991 J/m2
mid-film a domain s_xx, s_yy, s_zz, s_xz: 0.091, 2.203, 0.288, 0.614 GPa
mid-film c domain s_xx, s_yy, s_zz, s_xz: 0.739, 2.249, -0.214, -0.429 GPa
film mean s_xx, s_yy, s_zz: 0.686, 2.299, -2.3e-16 GPa
surface relief, peak to valley: 0.500 nm
elastic driving field, rms: 1.54 MV/cm
-- tests
finite elements: energy 0.4992 J/m2, deviation 0.016 %
deviation of displacement, film stress: 0.02, 0.62 %
compatible 3D case, cubic: displacement error 0.018 %, residual stress 0.009 %, uncorrected 14.6 %
compatible 3D case, isotropic: displacement error 0.018 %, residual stress 0.011 %, uncorrected 20.2 %
biaxial modulus: 181.86 GPa; uniform c film stress: 3.0370 GPa (formula 3.0370)
effect of padding content, dz 0.75 nm: 1.092 %
effect of padding content, dz 0.25 nm: 0.312 %
slowest decay length of first harmonic: 9.36 nm
film stress change, depth 15 vs 60 nm: 3.141 %
film stress change, depth 30 vs 60 nm: 0.087 %
driving field vs energy difference: deviation 0.002 %
-- neglected effects (rough inputs)
substrate 1.5 times stiffer: film stress changes 8.1 %
largest second-order strain: 0.00151; largest linear strain: 0.0389
polarization response at susceptibility 50: 6.8 uC/cm2 (9.7 %)
surface stress 1.0 N/m over film: 56 MPa
Maxwell stress at 1 MV/cm: 2.2 MPa
thermal mismatch 5e-06 /K over 500 K: strain 0.0025, stress 455 MPa
dislocation critical thickness at cubic misfit: 31.9 nm
same at mean elastic yy strain 0.0167: 1.8 nm (Burgers length 0.39 nm)
```
